# Effective conductance of a random two-valued square grid by planar duality, part 2

What single conductance, given to every bond, would let an infinite square grid carry the same current as a random one? Each bond independently has conductance $g_1$ or $g_2$, each with probability $\tfrac12$, where $0<g_1\le g_2<\infty$. Conductances may be in siemens or in $e^2/\hbar$.

The sample has nodes $(x,y)$ with $x=0,\dots,N$ and $y=0,\dots,N-1$. The columns $x=0$ and $x=N$ are perfectly conducting electrodes at potentials 1 and 0, and the lower and upper edges are free. There are $M=N^2+(N-1)^2$ bonds, none of them along an electrode. Horizontal bonds start at their left end, vertical bonds at their lower end.

For any node potential $w$ with these electrode values, $\delta_bw$ is its value at the start of bond $b$ minus that at the end, and

$$E[w]=\sum_b g_b(\delta_b w)^2. \tag{1}$$

The physical potential $u$ obeys, at each node $n$ between the electrodes,

$$\sum_{b\ \text{at}\ n} g_b\,[u(n)-u(n_b)]=0, \tag{2}$$

where $n_b$ is the other end of $b$. With bond voltages $v_b=\delta_bu$, the sample's conductance $G$, also written $G_N$, is

$$G=\min_w E[w]=\sum_b g_bv_b^2 . \tag{3}$$

If all bonds equal $g$, then $G_N=g$. The effective conductance is the limit of $G_N$ for $N\to\infty$, provided that it is free of chance.

Planarity gives the dual network, with bonds $1/g_b$, the conductance

$$G^*=\frac1G . \tag{9}$$

Each configuration $\sigma$ has an equally likely partner $T\sigma$, reflected and with $g_1$ and $g_2$ exchanged:

$$G(T\sigma)=g_1g_2\,G^*(\sigma)=\frac{g_1g_2}{G(\sigma)} . \tag{11}$$

Hence, averaging over configurations at any $N$,

$$\langle\ln G_N\rangle=\ln\sqrt{g_1g_2}. \tag{13}$$

Let

$$h=\frac{g_2}{g_1},\qquad p_b=\frac{g_bv_b^2}{G},\qquad \sum_bp_b=1, \tag{16}$$

so that $p_b$ is the power share of bond $b$. Let $P_N$ be the largest share of any bond in any configuration, and $\Delta_b$ the increase of $\ln G$ when $g_b$ goes from $g_1$ to $g_2$ with the other bonds fixed. Then

$$\operatorname{Var}\ln G_N\le\frac14\sum_b\langle\Delta_b^2\rangle , \tag{17}$$

$$\operatorname{Var}\ln G_N\le\frac{(h-1)^2}{2}\Big\langle\sum_bp_b^2\Big\rangle\le\frac{(h-1)^2}{2}P_N . \tag{19}$$

It remains to show that $P_N$ vanishes as the sample grows.

### (f) No bond dominates

*Show that $P_N\to0$ for fixed $h$.*

**Solution.** A large voltage on one bond forces voltages on every ring of bonds around it, and there are many rings. Let bond $b$ start at node $(x_0,y_0)$. The distance of a node $(x,y)$ from it is defined as the larger of $|x-x_0|$ and $|y-y_0|$. Let the box $B_k$ contain the nodes of the sample at distance at most $k$, and the ring $R_k$ those at distance $k$. Take $N\ge3$ and $k=1,\dots,K$, where $K$ is the largest integer with $2K<N$. Both ends of $b$ lie in each of these boxes.

*The potential in the box has its extremes on the ring.* Solving the current law (2) for $u(n)$ shows that the potential of a node between the electrodes is an average of its neighbours' potentials with positive weights. Suppose that the maximum over $B_k$ occurs at such a node, at distance less than $k$. Its neighbours lie in $B_k$, so none exceeds it, and all must equal it. Move to the right-hand neighbour and repeat the argument. The walk ends on the ring or on an electrode node inside the box.

In the second case the ring contains a node of the same electrode. The electrode column meets the ring at heights $y_0+k$ and $y_0-k$, as far as these lie in the sample. Both could be missing only if $y_0+k\ge N$ and $y_0-k\le-1$, which would give $2k\ge N+1$, against $2k<N$. The maximum is therefore attained on $R_k$, and so is the minimum, by the same argument. Hence $|v_b|$ is at most the difference between the largest and the smallest potential on $R_k$.

*The ring is one connected path.* An unclipped ring is a closed square path of $8k$ steps. It cannot reach beyond both the left and the right end of the sample, since that would need $2k\ge N+2$. It cannot reach beyond both the lower and the upper edge, since that would need $2k\ge N+1$. Clipping thus removes what lies beyond one side, or beyond two adjacent sides, and leaves a connected path. Steps along an electrode have zero voltage. The potential difference between any two ring nodes is at most the sum of the bond voltages on the path, so

$$|v_b|\le\sum_{e\in R_k}|v_e| . \tag{20}$$

The sum has at most $8k$ terms. By the Cauchy–Schwarz inequality,

$$v_b^2\le8k\sum_{e\in R_k}v_e^2 . \tag{21}$$

*Add the rings.* Both ends of a bond of $R_k$ are at distance $k$, so different rings share no bonds. Divide (21) by $8k$ and sum over $k$:

$$\frac{v_b^2}{8}H_K\le\sum_ev_e^2\le\frac1{g_1}\sum_eg_ev_e^2=\frac{G}{g_1},\qquad H_K=\sum_{k=1}^K\frac1k . \tag{22}$$

Multiply by $8g_b/(GH_K)$ and use $g_b\le g_2$:

$$p_b\le\frac{8h}{H_K},\qquad\text{hence}\qquad P_N\le\frac{8h}{H_K}. \tag{23}$$

Because $1/k\ge\int_k^{k+1}dz/z$, the sum satisfies $H_K\ge\ln(K+1)$ and grows without limit. Therefore $P_N\to0$. The logarithm comes from two dimensions, where the length of a ring grows in proportion to its radius.

### (g) The infinite grid

*Combine the results. Find the effective conductance, and say where the argument ends.*

**Solution.** Inserting (23) in (19) gives

$$\operatorname{Var}\ln G_N\le\frac{4h(h-1)^2}{H_K}\longrightarrow0 . \tag{24}$$

The mean of $\ln G_N$ is $\ln\sqrt{g_1g_2}$ at every $N$. By Chebyshev's inequality, the probability that $\ln G_N$ differs from this mean by more than $\varepsilon$ is at most $\operatorname{Var}\ln G_N/\varepsilon^2$, which tends to zero for every $\varepsilon>0$. The effective conductance of the infinite grid exists and is

$$\boxed{g_{\rm eff}=\sqrt{g_1g_2}} \tag{25}$$

The bound (24) proves convergence but is a poor estimate of the scatter. For $h=4$ and $N=80$, $K=39$ and $H_K<5$, so the bound exceeds 28. Actual samples were computed by drawing the bonds with a pseudo-random generator and solving the sparse linear equations (2) directly. For $h=4$, where $g_{\rm eff}=2g_1$, they gave:

| $N$ | samples | $e^{\overline{\ln G}}/g_1$ | scatter of $\ln G$ | largest $p_b$ |
|---|---|---|---|---|
| 20 | 200 | 2.002 | 0.035 | 0.0086 |
| 40 | 100 | 1.998 | 0.018 | 0.0021 |
| 80 | 40 | 2.006 | 0.009 | 0.0005 |

The bar denotes the mean over the samples, and the scatter is their standard deviation. The standard errors of the mean logarithm are 0.0025, 0.0018 and 0.0014. The last row lies two standard errors above the value required by (13), which can only be sampling noise, since (13) holds at every $N$. The scatter falls roughly as $1/N$, and the largest share found falls roughly as $1/N^2$. The two trends fit together. In each sample $\sum_bp_b^2$ is at most the largest share. If the average of this sum is at most $c/N^2$ with a constant $c$, then the middle expression of (19) bounds the scatter by $(h-1)\sqrt{c/2}/N$. The samples are consistent with that premise, which is not proved here.

Three limits of the result deserve attention.

First, the proof uses square samples. For a rectangle of length $L$ and width $W$, the quantity to compare is $GL/W$. Thirty samples with $L=40$, $W=80$ and $h=4$ gave $1.999\,g_1$ for the exponential of its mean logarithm, which supports independence of shape for rectangles many bonds long and many bonds wide, without proving it.

Second, $h$ must be finite. At $h=100$, sixty samples with $N=40$ gave $10.2\,g_1$ against $10\,g_1$, with a standard error of 0.015 in the mean logarithm, so strong contrast is allowed. These samples scatter more, by about 0.11 in $\ln G$ against 0.018 for $h=4$ at the same size. At $g_1=0$ the situation changes. Keep $N$ fixed and let $g_1\to0$. If a path of $g_2$ bonds joins the electrodes, $G\ge g_2/M$, because the path alone conducts at least that much. If there is no such path, give potential 1 to all nodes connected to the left electrode by $g_2$ bonds and 0 to the rest. The voltages then fall on $g_1$ bonds, and (3) gives $G\le Mg_1$. For small $g_1$, the relation $G(\sigma)G(T\sigma)=g_1g_2$ excludes two connected partners, whose product would be too large, and two disconnected ones, whose product would be at most $M^2g_1^2$, too small. One of each pair is connected. At $g_1=0$, half of all samples conduct and half do not, at every size, and the logarithm used in the proof no longer exists.

Third, independence was used in (13) and (17), and planarity in (9). The mesh below shows what their loss can cost.

### (h) A copper power mesh

*A planar mesh of copper lines on a chip has segments 10000 nm long and 200 nm thick. Each segment is 100 nm or 400 nm wide, at random with equal probability. The resistivity is 2.5 µΩ cm, a rough value for narrow copper lines. Find the sheet resistance of the mesh, and estimate several effects that the model leaves out.*

**Solution.** A segment of length $\ell$, width $w$ and thickness $t$ has resistance $\rho\ell/(wt)$. For the narrow segment,

$$\frac{(2.5\times10^{-8}\ \Omega\,\text{m})(10^{-5}\ \text{m})}{(10^{-7}\ \text{m})(2\times10^{-7}\ \text{m})}=12.5\ \Omega ,$$

and for the wide one a quarter of this, 3.125 Ω. The conductances are $g_1=0.080$ S and $g_2=0.320$ S, so that $h=4$ and

$$g_{\rm eff}=\sqrt{0.080\times0.320}\ \text{S}=0.160\ \text{S}=657\,\frac{e^2}{\hbar}.$$

The sheet resistance is $1/g_{\rm eff}=6.25$ Ω per square. The arithmetic mean of the conductances would give 0.200 S and the harmonic mean 0.128 S. A block of 80 by 80 segments has $h=4$ and $N=80$, as in the last row of the table, so its conductance scatters by about 0.9 % from one random block to another.

*Temperature.* With a rough slope of 0.007 µΩ cm per kelvin, warming by 80 K raises the resistivity from 2.5 to 3.06 µΩ cm and lowers the mesh conductance by 18 %. Both segment types have the same resistivity in this model and change by the same factor, so by (25) the mesh conductance changes by that factor too.

*Surface scattering.* Narrow lines have a higher resistivity than wide ones. Let $\lambda$ be the mean free path and $\mu$ the cosine between an electron's velocity and the normal of a side wall. In a free-electron metal, directions in $d\mu$ contribute the fraction $\tfrac34(1-\mu^2)d\mu$ of the conductivity. Electrons that leave a fully diffusing wall have lost their drift and regain it over a depth $\lambda\mu$. The missing conducting width per wall is $\int_0^1\tfrac34(1-\mu^2)\lambda\mu\,d\mu=3\lambda/16$, and for two walls $3\lambda/8$. To leading order in $\lambda/w$ the resistivity rises by $\rho_{\rm bulk}\,3\lambda/(8w)$. With the rough values $\lambda=40$ nm and $\rho_{\rm bulk}=1.7$ µΩ cm, the rise is 10 % of the assumed 2.5 µΩ cm for the narrow segments and 2.6 % for the wide ones. The geometric mean of the conductances falls by the factor $1/\sqrt{1.102\times1.026}$, that is, by 6 %. Because $\lambda/w=0.4$ is not very small for the narrow segments, these figures are slightly low: the full thin-film expression for diffusing side walls gives a rise of about 12 % for them and a fall of about 7 % for the mesh. These figures count the side walls only. The top and bottom faces of the 200 nm thick lines add, to leading order, $\rho_{\rm bulk}\,3\lambda/(8t)$, about 5 % for both widths, and with all four walls diffusing the mesh conductance falls by about 11 %. These corrections apply if the 2.5 µΩ cm does not already contain them.

*Vias.* If horizontal and vertical lines lie on two levels, each crossing needs a via, and the network is no longer planar. To size this, every node between the electrodes was split in two and joined by 0.5 Ω, a rough value, with the electrodes on the horizontal lines. For ten random samples with $N=40$, solved with and without vias at the same segment values, the conductance fell by 1.2 % on average. The loss depends strongly on the via resistance, which can be larger for small vias: it is about 4 % at 2 Ω and about 7 % at 5 Ω.

*Junction area.* Replace each crossing by a perfectly conducting square 400 nm wide. This can only raise the conductance, and it leaves segments of 9600 nm. The true value therefore lies at most 4.2 % above the model's.

*Frequency.* With a rough inductance of 10 pH per segment, the reactance at 1 GHz is 0.063 Ω, or 2 % of the resistance of a wide segment. This counts the self-inductance of one segment only and describes the mesh when the return current flows within about one pitch of the lines. Without a nearby return, the parallel rows couple magnetically, and the 80 by 80 block has an inductance of roughly 240 pH, whose reactance at 1 GHz is about a quarter of 6.25 Ω. Capacitance can also exceed the 2 %: over 1000 nm of oxide on a grounded substrate a segment has roughly 0.8 fF and the block roughly 10 pF, so that $\omega RC\approx0.4$ at 1 GHz and the input admittance has an imaginary part of roughly 13 % of the conductance.

*Load.* With 20 mV across the 80 by 80 block, the current is $0.160\ \text{S}\times20\ \text{mV}=3.2$ mA. In five further random samples the largest bond voltage corresponds to a current density of 0.25 MA/cm². The total power is 64 µW. If the hottest segment is taken as 100 nm wide and loses its heat straight down through 1000 nm of oxide with conductivity 1 W/(m K), it warms by about 0.03 K. Its own heating is negligible beside the 80 K considered above.

The dimensions are plausible for on-chip copper wiring, but the disorder is not typical: line widths are designed, and a random fourfold change from segment to segment is far stronger than ordinary width variation. A real power grid also breaks the assumption of independence, because a line usually keeps its width over many segments. If each whole line had one width, with half of the lines along the current narrow and half wide, every row would be uniform. The sheet conductance in that direction would be the arithmetic mean, 0.200 S, which is 25 % above the random-mesh value. A real grid is also fed and loaded at many points, so its voltage drop does not follow from the sheet resistance alone. The geometric mean is a sound design estimate for a planar mesh whose segment conductances vary independently between two equally likely values, if their contrast is moderate, as here, and the block is many segments long as well as wide. A wide block only one segment long would instead give nearly the arithmetic mean, because its segments conduct in parallel.
